\section*{Bond-angle strain energy of amorphous silicon from the Keating potential}

\section*{Problem}

Amorphous silicon is modelled as a continuous random network: every atom has four bonds, as in the crystal, but the angles between bonds scatter about the tetrahedral angle $\theta_0$, where $\cos\theta_0=-1/3$. Let the static rms deviation from $\theta_0$ be $\sigma=10^\circ$. Describe the energy by the Keating potential
\begin{equation}
U=\frac{3\alpha}{8d^2}\sum_{\text{bonds}}\left(r^2-d^2\right)^2
+\frac{3\beta}{8d^2}\sum_{\text{angles}}\left(\mathbf r\cdot\mathbf r'+\frac{d^2}{3}\right)^2 ,
\label{keating}
\end{equation}
in which each bond and each angle is counted once. The vectors $\mathbf r,\mathbf r'$ point from an atom to two of its neighbours, $d$ is the crystal's bond length, and $\alpha$ and $\beta$ are the stretching and bending constants.

\begin{enumerate}
\item[(a)] Find the energy per atom, relative to the crystal, to leading order in $\sigma$ when all bonds have length $d$.
\item[(b)] Express $\beta$ and $\alpha$ through elastic constants, and evaluate the energy for silicon.
\item[(c)] Decide whether the network could avoid this energy by adjusting its bond lengths.
\item[(d)] Compare the estimate with relaxed disordered networks.
\end{enumerate}

The algebra holds in atomic units; numbers are in eV and \AA. For silicon take the rough values $d=2.4$~\AA, $C_{11}-C_{12}=0.62$~eV/\AA$^3$ and bulk modulus $B=0.61$~eV/\AA$^3$.

\section*{(a) Energy of the angle deviations}

An atom with four neighbours has $4\cdot3/2=6$ bond angles. It has $4/2=2$ bonds to its account, since each bond is shared by two atoms. In the diamond crystal $r^2=d^2$ and $\mathbf r\cdot\mathbf r'=-d^2/3$, so both sums in (\ref{keating}) vanish and $U$ is the energy relative to the crystal.

If all bonds have length $d$, the first sum is zero and $\mathbf r\cdot\mathbf r'=d^2\cos\theta$. The energy per atom is then
\begin{equation}
E=6\,\frac{3\beta}{8d^2}\,d^4\left\langle\left(\cos\theta+\tfrac13\right)^2\right\rangle
=\frac94\,\beta d^2\left\langle\left(\cos\theta+\tfrac13\right)^2\right\rangle ,
\label{cosform}
\end{equation}
where the brackets denote the average over all angles. Write $\theta=\theta_0+\delta$ and $s=\sin\theta_0$, with $s^2=1-1/9=8/9$. Then
\begin{equation}
\cos\theta+\tfrac13=-\tfrac13\cos\delta-s\sin\delta+\tfrac13
=-s\,\delta+\tfrac16\delta^2+\tfrac{s}{6}\delta^3+\dots
\label{expand}
\end{equation}
The square begins with $s^2\delta^2=\tfrac89\delta^2$. With $\sigma^2=\langle\delta^2\rangle$, in radians squared,
\begin{equation}
E\simeq\frac94\cdot\frac89\,\beta d^2\sigma^2=2\beta d^2\sigma^2 .
\label{main}
\end{equation}

To see how far this can be trusted at ten degrees, keep the next terms of the square. The cubic term is $2(-s)(\tfrac16)\delta^3=-\tfrac{s}{3}\delta^3$. The quartic term is
\begin{equation}
\left(\tfrac1{36}-\tfrac{s^2}{3}\right)\delta^4
=\left(\tfrac{3}{108}-\tfrac{32}{108}\right)\delta^4=-\tfrac{29}{108}\delta^4 .
\end{equation}
Multiplication by $9/4$, with $s=2\sqrt2/3$, gives
\begin{equation}
\frac{E}{\beta d^2}=2\langle\delta^2\rangle-\frac{1}{\sqrt2}\langle\delta^3\rangle
-\frac{29}{48}\langle\delta^4\rangle+\dots
\end{equation}
For a normal distribution centred on $\theta_0$, $\langle\delta^3\rangle=0$ and $\langle\delta^4\rangle=3\sigma^4$. The correction relative to (\ref{main}) is then $-(29/32)\sigma^2$, about $-3\%$ at ten degrees.

The six angles at an atom are not independent, however. If $\mathbf u_i$ are the four unit bond vectors and $\mathbf S=\sum_i\mathbf u_i$, then $|\mathbf S|^2=4+2\sum_{i<k}\mathbf u_i\cdot\mathbf u_k$, and therefore
\begin{equation}
\sum_{i<k}\left(\mathbf u_i\cdot\mathbf u_k+\tfrac13\right)
=\frac{|\mathbf S|^2-4}{2}+2=\frac{|\mathbf S|^2}{2} .
\label{constraint}
\end{equation}
Since $\mathbf S=0$ for the perfect tetrahedron, the right-hand side is of second order in the deviations. To first order the six deviations at an atom add up to zero, so the mean angle shifts only at second order. A numerical sample of tetrahedra that respects this constraint, made by displacing the four bond directions at random, gives 0.978 times the value of (\ref{main}) at $\sigma=9.94^\circ$. For distributions like these the leading order is adequate at ten degrees; a skewed or long-tailed distribution can make the cubic and quartic terms larger.

\section*{(b) Constants from elasticity, and the number}

\subsection*{The bending constant}

A strain that bends bonds without stretching them to first order isolates $\beta$. Take the strain $\mathrm{diag}(e,-e,0)$ along the cube axes. The bonds of an atom on one sublattice are
\begin{equation}
\frac{d}{\sqrt3}\,(1,1,1),\quad \frac{d}{\sqrt3}\,(1,-1,-1),\quad
\frac{d}{\sqrt3}\,(-1,1,-1),\quad \frac{d}{\sqrt3}\,(-1,-1,1),
\end{equation}
and those on the other sublattice are their negatives, with the same energy. The strained crystal keeps the twofold axes through each atom along $x$, $y$ and $z$. A relative displacement of the sublattices would have to be unchanged by all three rotations, so the force that could drive one is zero. The bonds therefore simply follow the strain.

Their squared length becomes
\begin{equation}
r^2=\frac{d^2}{3}\left[(1+e)^2+(1-e)^2+1\right]=d^2+\frac23d^2e^2 ,
\end{equation}
so the stretching energy is of order $e^4$. For two bonds, let $p_x,p_y,p_z$ be the products of the signs of their components. One product is $+1$ and two are $-1$, so that $p_x+p_y+p_z=-1$ and
\begin{equation}
\mathbf r\cdot\mathbf r'+\frac{d^2}{3}
=\frac{d^2}{3}\left[p_x(1+e)^2+p_y(1-e)^2+p_z+1\right]
=\frac{2d^2e}{3}(p_x-p_y)+O(e^2).
\end{equation}
Each of the three positions of the $+1$ occurs for two of the six pairs. Thus $p_x-p_y$ equals $2$ twice, $-2$ twice and $0$ twice. The energy per atom is
\begin{equation}
\frac{3\beta}{8d^2}\cdot4\left(\frac{4d^2e}{3}\right)^2=\frac83\,\beta d^2e^2 .
\label{shear}
\end{equation}

For a cubic crystal under normal strains $e_1,e_2,e_3$ the elastic energy density is $\tfrac12C_{11}(e_1^2+e_2^2+e_3^2)+C_{12}(e_1e_2+e_2e_3+e_3e_1)$, which here equals $(C_{11}-C_{12})e^2$. The cubic cell has edge $4d/\sqrt3$ and holds eight atoms, so the volume per atom is
\begin{equation}
V=\frac18\left(\frac{4d}{\sqrt3}\right)^3=\frac{8d^3}{3\sqrt3} .
\end{equation}
Equating $(C_{11}-C_{12})Ve^2$ to (\ref{shear}) gives
\begin{equation}
\beta d^2=\frac38(C_{11}-C_{12})V,\qquad
\beta=\frac{(C_{11}-C_{12})\,d}{\sqrt3},
\label{beta}
\end{equation}
and the stored energy (\ref{main}) becomes
\begin{equation}
E\simeq\frac34\,(C_{11}-C_{12})\,V\sigma^2 .
\label{elastic}
\end{equation}

Comparing (\ref{shear}) with (\ref{main}) also shows which uniform strain would store the same energy: $\tfrac83e^2=2\sigma^2$, or $e=\tfrac{\sqrt3}{2}\sigma$. Ten degrees corresponds to $e\approx0.15$. In this harmonic model the angular disorder costs as much as stretching the crystal by fifteen percent along one cube axis while compressing it by fifteen percent along another, although the sample as a whole need not be strained.

\subsection*{The stretching constant}

Part (c) also needs $\alpha$. Under a uniform dilation all lengths become $(1+e)d$ and all angles stay tetrahedral. To first order $r^2-d^2=2d^2e$ and $\mathbf r\cdot\mathbf r'+d^2/3=-\tfrac23d^2e$. Two bonds and six angles give
\begin{equation}
2\cdot\frac{3\alpha}{8d^2}\,(2d^2e)^2+6\cdot\frac{3\beta}{8d^2}\left(\frac{2d^2e}{3}\right)^2
=(3\alpha+\beta)d^2e^2 .
\end{equation}
The relative volume change is $3e$, so this must equal $\tfrac12B(3e)^2V=\tfrac92BVe^2$. Inserting $V$ gives
\begin{equation}
3\alpha+\beta=4\sqrt3\,Bd .
\end{equation}

\subsection*{Numbers}

The rough inputs give
\begin{align}
\beta&=\frac{0.62\times2.4}{\sqrt3}=0.859\ \text{eV/\AA}^2,\\
\alpha&=\frac{4\sqrt3\times0.61\times2.4-0.859}{3}=3.095\ \text{eV/\AA}^2 .
\end{align}
Bending is softer than stretching by a factor of about 3.6. The extra digits serve to follow the arithmetic; the inputs justify two at most. Ten degrees is 0.1745~rad, with square 0.03046, so
\begin{equation}
E\simeq2\times0.859\times(2.4)^2\times0.03046=0.301\ \text{eV per atom}.
\end{equation}
The estimate is therefore $0.3$~eV, or $0.011$~hartree, per atom. Shared among six angles, this is about 0.05~eV per angle.

The energy grows as $\sigma^2$: the same formula gives 0.075~eV at five degrees and 0.68~eV at fifteen, where the neglected terms matter more. The range from 0.2 to 0.5~eV corresponds to $\sigma$ between about $8^\circ$ and $13^\circ$. The order of magnitude, a few tenths of an electronvolt, thus survives an error of a degree or two in $\sigma$, but a change from $10^\circ$ to $11^\circ$ already raises the energy by 21\%. By (\ref{elastic}), $E$ is proportional to the shear stiffness and, at fixed stiffness, to $d^3$.

\section*{(c) Can the bond lengths relax the energy away?}

The bending term in (\ref{keating}) contains $\mathbf r\cdot\mathbf r'$, which depends on lengths as well as angles. Suitable length changes could therefore lower it at fixed angles. A lower bound on the total energy shows how much can be gained.

Let the four bonds of an atom have lengths $d(1+x_i)$, and let $c_{ik}=\cos\theta_{ik}+\tfrac13$. To first order in the small quantities,
\begin{equation}
\mathbf r_i\cdot\mathbf r_k+\frac{d^2}{3}
=d^2\left(c_{ik}-\tfrac13\right)(1+x_i)(1+x_k)+\frac{d^2}{3}
\simeq d^2\left[c_{ik}-\tfrac13(x_i+x_k)\right].
\end{equation}
Assign half of each bond's stretching energy to each of its ends. One end receives $\tfrac12\cdot\frac{3\alpha}{8d^2}(2d^2x_i)^2=\tfrac34\alpha d^2x_i^2$, and the harmonic energy of one atom is
\begin{equation}
E_{\rm at}=\frac{3\alpha d^2}{4}\sum_ix_i^2
+\frac{3\beta d^2}{8}\sum_{i<k}\left[c_{ik}-\tfrac13(x_i+x_k)\right]^2 .
\label{atom}
\end{equation}
In the network a bond has the same length seen from both ends. If every atom may choose its own four $x_i$ regardless of its neighbours, this requirement is dropped, and the minimum can only become lower. The minimum of (\ref{atom}) is thus a lower bound for the given angles.

To minimize, separate the part of $c_{ik}$ that lengths can affect. Define
\begin{equation}
t_i=\frac12\sum_{k\ne i}c_{ik},\qquad q_{ik}=c_{ik}-t_i-t_k .
\end{equation}
Each $c_{ik}$ appears in two of the $t_i$, so $\sum_it_i=\sum_{i<k}c_{ik}$, which vanishes to first order by (\ref{constraint}). Hence $\sum_{k\neq i}t_k=-t_i$, and
\begin{equation}
\sum_{k\ne i}q_{ik}=2t_i-3t_i-\sum_{k\ne i}t_k=2t_i-3t_i+t_i=0 .
\label{qsum}
\end{equation}
For any four numbers $y_i$ it follows that $\sum_{i<k}q_{ik}(y_i+y_k)=\sum_iy_i\sum_{k\ne i}q_{ik}=0$. There is thus no cross term between $q_{ik}$ and the lengths. The sum of squares of the other part is
\begin{equation}
\sum_{i<k}(y_i+y_k)^2=3\sum_iy_i^2+2\sum_{i<k}y_iy_k
=2\sum_iy_i^2+\Big(\sum_iy_i\Big)^2 .
\label{ysum}
\end{equation}
With $y_i=t_i-x_i/3$, equation (\ref{atom}) becomes
\begin{equation}
E_{\rm at}=\frac{3\beta d^2}{8}\sum_{i<k}q_{ik}^2
+\frac{3d^2}{4}\sum_i\left[\alpha x_i^2+\beta\left(t_i-\frac{x_i}{3}\right)^2\right]
+\frac{\beta d^2}{24}\Big(\sum_ix_i\Big)^2 .
\end{equation}

The bracket is smallest where $\alpha x_i=\tfrac{\beta}{3}(t_i-x_i/3)$, that is, at $x_i=3\beta t_i/(9\alpha+\beta)$. These $x_i$ add up to zero because the $t_i$ do, so they also minimize the last term. At this point $t_i-x_i/3=9\alpha t_i/(9\alpha+\beta)$, and the bracket equals
\begin{equation}
\frac{9\alpha\beta^2+81\alpha^2\beta}{(9\alpha+\beta)^2}\,t_i^2
=\frac{9\alpha\beta}{9\alpha+\beta}\,t_i^2=\frac{\beta t_i^2}{1+\beta/9\alpha} .
\end{equation}
This is the law of two springs in series, with stiffnesses $9\alpha$ and $\beta$. The $t$ part of the energy is reduced by the factor $1/(1+\beta/9\alpha)$ and the $q$ part not at all. By (\ref{ysum}) with $y_i=t_i$, $\sum_{i<k}c_{ik}^2=\sum_{i<k}q_{ik}^2+2\sum_it_i^2$. Reducing both parts gives a simple, slightly weaker bound. After averaging over atoms, with $\langle c^2\rangle=\tfrac89\sigma^2$,
\begin{equation}
E\ge\frac{2\beta d^2\sigma^2}{1+\beta/9\alpha}\qquad\text{(harmonic approximation)}.
\label{bound}
\end{equation}

Here $\beta/9\alpha=0.859/27.9=0.031$ and the factor is 0.970. In the harmonic approximation, length adjustment can remove at most 3\% of the estimate, which leaves at least 0.292~eV per atom at ten degrees. This is not a strict bound for the full potential (\ref{keating}). At ten degrees the energy can also be lowered by shortening all four bonds together, a higher-order effect that acts on the $q$ part as well. Random tetrahedra like those of part (a), with freely chosen lengths, end at about 0.94 of the estimate, or 0.28~eV per atom, with bonds about 0.8\% shorter on average. Two factors keep the gain small: stretching is stiffer than bending by the factor 3.6, and a relative length change $x_i$ enters the bending term only as $x_i/3$, which after squaring gives the factor 9. For $\alpha\to\infty$ the factor tends to one; for $\alpha\ll\beta/9$ the $t$ part would relax almost completely, while the $q$ part would still cost its full energy.

A real network cannot choose its lengths atom by atom, and length deviations unrelated to the angles add energy. Suppose they are independent of each other and of the angles, with zero mean and rms value $\epsilon$. Averaging (\ref{atom}) then removes the terms linear in $x_i$ and leaves
\begin{equation}
\Delta E=\frac{3\alpha d^2}{4}\cdot4\epsilon^2+\frac{3\beta d^2}{8}\cdot6\cdot\frac{2\epsilon^2}{9}
=\left(3\alpha+\frac{\beta}{2}\right)d^2\epsilon^2 .
\label{lengths}
\end{equation}
For a chosen $\epsilon=3\%$ this is 0.050~eV per atom, one sixth of the angular energy.

\section*{(d) Relaxed disordered networks}

In a connected network, lengths, angles and topology are coupled. Three periodic networks of 64 atoms at crystal density were made from the diamond crystal by bond switches. In a chain A--B--C--D, the bonds A--B and C--D are replaced by A--C and B--D, so every atom keeps four bonds. At each step three random switches were tried, all positions were relaxed under the full potential (\ref{keating}), and the switch with the lowest energy was kept. Switching stopped once $\sigma$ reached ten degrees. The table compares the energies, in eV per atom, with $2\beta d^2\sigma^2$ at the $\sigma$ actually found.

\begin{center}
\begin{tabular}{cccccc}
\hline
Network & $\sigma$ & Bending & Stretching & Total & Estimate\\
\hline
1 & $10.7^\circ$ & 0.300 & 0.049 & 0.349 & 0.342\\
2 & $11.0^\circ$ & 0.307 & 0.079 & 0.386 & 0.364\\
3 & $11.5^\circ$ & 0.366 & 0.063 & 0.429 & 0.402\\
\hline
\end{tabular}
\end{center}

The totals exceed the estimate by 2 to 7\% of its value. These three cases lie at the low end of the scatter: twelve further networks made in the same way exceed it by 7 to 17\%. This closeness is partly a cancellation. The bending energy alone lies 9 to 16\% below the estimate, and the stretching energy makes up the difference. The bound (\ref{bound}) concerns the total, and at crystal density the totals lie above it. The imposed density matters, however. If the cell edge may contract, by about 2\%, the totals fall to about 0.32, 0.36 and 0.40~eV, which is 2 to 5\% below the estimate at the new $\sigma$. Network 1 then lies below (\ref{bound}), which is possible because the bound holds only in the harmonic approximation.

For network 1, adding (\ref{lengths}) to the estimate would be worse. Its rms length deviation is 3.0\%, for which the sum would be $0.342+0.050=0.392$~eV, against the actual 0.349~eV. The sum of the two formulas therefore overestimates the energy of this relaxed network. Equation (\ref{lengths}) leaves out correlations between lengths and angles, and (\ref{main}) leaves out the cubic and quartic terms in the angle deviations. The second omission is the cause here. Evaluating (\ref{cosform}) with the actual angles of network 1 gives 0.283~eV, which is 0.058~eV below the estimate and more than the whole difference. Adding (\ref{lengths}) to this value gives about 0.33~eV, slightly below the actual total. The bonds of this network are also 0.9\% longer than $d$ on average, whereas (\ref{lengths}) assumes zero mean.

These networks are not models of amorphous silicon. Three to five switches were enough to reach ten degrees in so small a cell, and since each switch replaces two bonds, at most ten of the 128 crystal bonds were changed. The distortion is concentrated near the switches: a quarter of the atoms hold two thirds or more of the energy, and single angles deviate by up to about $60^\circ$. The distributions have $\langle\delta^3\rangle\approx1.2$ to $1.4\,\sigma^3$ and $\langle\delta^4\rangle\approx8$ to $11\,\sigma^4$, far from the normal case of part (a). In network 2 two unbonded atoms are 2.2~\AA\ apart, closer than $d$, which the potential does not penalize. What the networks check is the relation between $\sigma$ and the energy, to within tens of percent. The value of $\sigma$ itself is an input.

\section*{Where the estimate applies}

The deviation $\sigma$ must be static. Thermal vibration also broadens the angle distribution, and inserting the total width would count vibrational energy as stored energy. It matters little whether $\sigma$ is taken about $\theta_0$ or about the mean angle: in the three networks the mean lies within $0.1^\circ$ of $109.47^\circ$.

The constant $\beta$ was fitted to a uniform strain, but the disorder bends angles on the scale of single atoms, where real silicon is softer. With the constants above, the model places the transverse acoustic phonon at the zone-boundary point X at 7.7~THz, while the measured value is about 4.5~THz. Matching that mode would need a $\beta$ about three times smaller. The estimate is therefore probably too high for silicon by a factor of about two, and indeed the measured heat of crystallization of well-annealed amorphous silicon is only about 0.12 to 0.15~eV per atom.

The potential assigns energy to bond lengths and bond angles alone. Any fourfold network with all lengths $d$ and all angles $\theta_0$ has $U=0$, whatever its dihedral angles, so their cost is missing. Also missing are atoms with three or five bonds, electronic rearrangement and zero-point motion. The 0.3~eV is thus the strain energy of a fully bonded network in this model, not the complete energy difference between amorphous and crystalline silicon, and it sets no lower bound on that difference.

\section*{Numbers as computed}
\begin{verbatim}
bond length d (rough input): 2.4 angstrom
C11-C12 (rough input): 0.62 eV/angstrom^3
bulk modulus B (rough input): 0.61 eV/angstrom^3
bending constant beta: 0.859 eV/angstrom^2
stretching constant alpha: 3.095 eV/angstrom^2
volume per atom V: 21.28 angstrom^3
tetrahedral angle: 109.47 degrees
ten degrees: 0.1745 rad; squared: 0.03046
C11-C12 from strained crystal: 0.6200 eV/angstrom^3
B from strained crystal: 0.6100 eV/angstrom^3
estimate at 5 degrees: 0.075 eV per atom
estimate at 10 degrees: 0.301 eV per atom
estimate at 15 degrees: 0.678 eV per atom
main result converted: 0.01108 hartree per atom
length-relaxation factor, formula: 0.9701
length-relaxation factor, triplet: 0.9700
length-relaxation factor, doublet: 0.9999
harmonic lower bound: 0.292 eV per atom
random tetrahedra, rms angle: 9.94 degrees
random tetrahedra, energy: 0.291 eV per atom
random tetrahedra, energy/estimate: 0.978
chosen rms length deviation: 3 percent
extra energy from lengths, formula: 0.0504 eV per atom
extra energy from lengths, sampled: 0.0509 eV per atom
atoms in each test network: 64
network 1: bond switches 4
  rms angle deviation 10.65, mean 109.39 degrees
  rms length deviation 3.01 percent
  bending 0.300, stretching 0.049 eV per atom
  total 0.349, estimate 0.342 eV per atom
  total/estimate 1.021
network 2: bond switches 3
  rms angle deviation 10.99, mean 109.43 degrees
  rms length deviation 4.06 percent
  bending 0.307, stretching 0.079 eV per atom
  total 0.386, estimate 0.364 eV per atom
  total/estimate 1.060
network 3: bond switches 5
  rms angle deviation 11.54, mean 109.40 degrees
  rms length deviation 3.40 percent
  bending 0.366, stretching 0.063 eV per atom
  total 0.429, estimate 0.402 eV per atom
  total/estimate 1.068
\end{verbatim}
